# Twist curvature, Thouless conductance and Gamma-only sampling in diffusive supercells

## Definitions and conventions

A cubic supercell of side $L$ holds one frozen arrangement of atoms from a disordered metal. The algebra uses $\hbar=e=m=1$, and $T$ means $k_BT$. Electrons are independent. Levels $E_n$ are counted for one spin, with mean spacing $\Delta$ near the Fermi energy; $D$ is the electron diffusion constant and $l$ the mean free path.

A twist $\theta$ along $x$ imposes $\psi(x+L)=e^{i\theta}\psi(x)$. Writing $\psi=e^{i\theta x/L}u$ with periodic $u$ moves the twist into the Hamiltonian,

$$H(\theta)=\tfrac12\left(\mathbf p+\hat{\mathbf x}\,\theta/L\right)^2+U(\mathbf r).$$

At $\theta=0$ the first derivative is $V=\partial_\theta H=v_x/L$ and the second is $1/L^2$. On a lattice the twist enters as hopping phases, and the same derivatives are used. The curvature is $c_n=d^2E_n/d\theta^2$ at $\theta=0$, the Gamma point.

The Thouless relation says that the typical $|c|/\Delta$ measures the conductance of the cube. It is a leading-order statement for a good metal, with $l\ll L$ and $D/L^2\gg\Delta$. Whether Gamma-only sampling suffices turns out to be a separate question, governed by another ratio.

## Simple case: two levels

Take two levels a distance $s$ apart, coupled by the twist through $V_{12}=ia$ with $a$ real:

$$H=\begin{pmatrix}s/2&ia\theta\\-ia\theta&-s/2\end{pmatrix},\qquad E_\pm=\pm\tfrac12\sqrt{s^2+4a^2\theta^2}.$$

Expanding the root gives $E_+\simeq s/2+a^2\theta^2/s$, so $c=2a^2/s$. Close levels have large curvature, but the parabola holds only for $\theta\ll s/2a$. Curvature measures sensitivity near $\theta=0$, not the displacement at a large twist.

If small gaps occur with density proportional to $s$, as level repulsion gives with time-reversal symmetry, large curvatures have density

$$P(c)\propto\int_0^\infty ds\,s\,\delta(c-2a^2/s)=\frac{2a^2}{c}\,\frac{2a^2}{c^2}\propto c^{-3}.$$

The second factor is $|ds/dc|$. The full distribution must reproduce this tail.

## Many levels

Differentiating $E_n=\langle n|H|n\rangle$ gives $E_n'=\langle n|H'|n\rangle$. A second derivative also acts on the states, whose first-order change is $\sum_{m\ne n}|m\rangle V_{mn}/(E_n-E_m)$. Hence

$$c_n=\langle n|\partial_\theta^2H|n\rangle+2\sum_{m\ne n}\frac{|V_{nm}|^2}{E_n-E_m}.$$

At $\theta=0$ the eigenfunctions can be chosen real. The velocity is then an imaginary antisymmetric matrix, so $V_{nm}=ia_{nm}$ and $V_{nn}=0$.

The first term is positive, yet the mean curvature is small. For a smooth function $\Phi$,

$$\frac{d^2}{d\theta^2}\sum_n\Phi(E_n)=\sum_n\left[\Phi'(E_n)c_n+\Phi''(E_n)(E_n')^2\right],$$

and the last term vanishes at $\theta=0$. The left side depends on twist through paths that wind round the cell. Unscattered intensity decays as $e^{-R/l}$, so the snapshot-averaged amplitude over a distance $L$ carries $e^{-L/2l}$. For $l\ll L$ distant levels therefore cancel the first term on average, and the spread of $c$ comes from nearby levels.

### The size of the matrix elements

In diffusion $\langle x^2\rangle=2Dt$, so $D$ is the time integral of the velocity correlation. For state $n$,

$$D=\int_0^\infty dt\sum_m|v_{nm}|^2\cos[(E_n-E_m)t]=\pi\sum_m|v_{nm}|^2\delta(E_n-E_m),$$

where $v=v_x$. The delta function is understood as broadened over many levels but over much less than $1/\tau$, where $\tau$ is the decay time of the velocity correlation. The sum then becomes an integral with level density $1/\Delta$:

$$D=\frac{\pi\langle|v_{nm}|^2\rangle}{\Delta},\qquad s_V^2\equiv\langle|V_{nm}|^2\rangle=\frac{D\Delta}{\pi L^2}.$$

The second relation uses $V=v/L$.

### The distribution

Here random-matrix statistics is assumed: in a good metal nearby levels follow the orthogonal ensemble, and the $a_{nm}$ are independent Gaussians of variance $s_V^2$. Local statistics do not depend on the global shape of the spectrum, so the levels may be placed on a circle.

Put level $n$ at angle 0 and $M$ others at angles $\phi_j$. The period in energy is $(M+1)\Delta$. Summing $1/(E_n-E_j)$ over periodic images gives a cotangent, and with $x_j=-\cot(\phi_j/2)$

$$c=\frac{2\pi}{(M+1)\Delta}\sum_j a_j^2x_j.$$

The joint density of angles is the product of all distances $2|\sin[(\phi_j-\phi_k)/2]|$, level $n$ included. In the new variables

$$2\left|\sin\frac{\phi_j-\phi_k}{2}\right|=\frac{2|x_j-x_k|}{\sqrt{(1+x_j^2)(1+x_k^2)}},\quad 2\left|\sin\frac{\phi_j}{2}\right|=\frac{2}{\sqrt{1+x_j^2}},\quad d\phi_j=\frac{2\,dx_j}{1+x_j^2}.$$

Each $x_j$ meets $M-1$ partners, level $n$ and one Jacobian. The powers of $1+x_j^2$ add to $-(M-1)/2-1/2-1=-(M+2)/2$, so the density is

$$\prod_{j<k}|x_j-x_k|\prod_j(1+x_j^2)^{-(M+2)/2}.$$

This is the eigenvalue density of a real symmetric $M\times M$ matrix $X$ with weight $\det(1+X^2)^{-(M+2)/2}$, because diagonalizing a real symmetric matrix produces the factor $\prod|x_j-x_k|$. The weight is rotation invariant. The sum is therefore $u^TXu$ with a Gaussian vector $u$, and taking the first axis along $u$ turns it into $|u|^2X_{11}$.

To find the density of $X_{11}$, remove one row and column at a time. Start from weight $\det(1+X^2)^{-\alpha}$ and write

$$X=\begin{pmatrix}Y&w\\w^T&z\end{pmatrix},\qquad \det(1+X^2)=|\det(1+iX)|^2.$$

The block determinant formula gives

$$\det(1+iX)=\det(1+iY)\,[1+iz+w^T(1+iY)^{-1}w].$$

Since $(1+iY)^{-1}=(1-iY)(1+Y^2)^{-1}$, the bracket is $A+i(z-B)$, with $A=1+w^T(1+Y^2)^{-1}w$ and $B$ independent of $z$. Integration over $z$ gives

$$\int dz\,[A^2+(z-B)^2]^{-\alpha}\propto A^{1-2\alpha}.$$

Next set $w=(1+Y^2)^{1/2}\eta$. Then $A=1+\eta^2$ no longer contains $Y$, while the volume element supplies $\det(1+Y^2)^{1/2}$. One removal changes $\alpha$ to $\alpha-\tfrac12$. After $M-1$ removals the exponent is $(M+2)/2-(M-1)/2=3/2$, whatever $M$ was:

$$P(X_{11}=x)=\tfrac12(1+x^2)^{-3/2}.$$

For large $M$, $|u|^2\to Ms_V^2$ with negligible relative fluctuation. Thus $c=\gamma x$ and

$$P(c)=\frac{1}{2\gamma}\left(1+\frac{c^2}{\gamma^2}\right)^{-3/2},\qquad \gamma=\frac{2\pi s_V^2}{\Delta}=\frac{2D}{L^2}.$$

The tail is $|c|^{-3}$, as the two-level case requires. The mean magnitude follows from $\int_0^\infty x(1+x^2)^{-3/2}dx=1$, so $\langle|c|\rangle=\gamma$. The probability of $|c|<t\gamma$ is $t/\sqrt{1+t^2}$; this is $1/\sqrt2$ at $t=1$ and $1/2$ at $t=1/\sqrt3$, so the median is $\gamma/\sqrt3$. The variance of $c$ diverges logarithmically, which makes the sample mean converge slowly and the median a steadier measure.

### The conductance

One spin has $1/(\Delta L^3)$ states per energy and volume. The Einstein relation with two spins gives $\sigma=2D/(\Delta L^3)$, and a cube has $G=\sigma L$. Therefore

$$\frac{\langle|c|\rangle}{\Delta}=\frac{2D}{L^2\Delta}=\frac{G}{e^2/\hbar}.$$

With $g=G/(2e^2/h)$ the ratio is $g/\pi$. The curvature falls as $L^{-2}$, but $\Delta$ falls as $L^{-3}$, so the ratio grows as $L$. A larger metallic cell has levels that are more twist-sensitive on the scale of their spacing, although it is a better sample of the liquid. The Thouless ratio alone cannot be the criterion for Gamma-only sampling.

## A disordered metal in numbers

The example is a tight-binding model on a cubic lattice: site spacing 3 Å, hopping 1 eV, and random site energies spread uniformly over 6 eV. It imitates the strong scattering in a liquid metal, but not the liquid's structure, electron interaction or atomic motion. Cells of 18, 24 and 30 Å were diagonalized for 60, 20 and 6 snapshots. Curvatures come from the perturbation formula, for levels within 1 eV of the band centre and twists along all three axes. $D$ comes from squared velocity elements between levels less than 0.3 eV apart.

For 18 Å, $\hbar D=10.66$ eV Å$^2$ and $\Delta=0.0421$ eV. The prediction is

$$\frac{2\hbar D}{L^2}=\frac{2\times10.66}{18^2}=0.0658\ \mathrm{eV},\qquad \frac{0.0658}{0.0421}=1.56.$$

The curvatures themselves average 0.0648 eV in magnitude, a ratio of 1.54. The other cells give:

- 24 Å: mean $|c|=0.0380$ eV against $2\hbar D/L^2=0.0378$ eV; ratio to spacing 2.16 against 2.15.
- 30 Å: 0.0217 eV against 0.0235 eV; ratio 2.40 against 2.59.

The fraction of levels with $|c|<\gamma$ is 0.70 to 0.71 in all three cells, beside the predicted 0.707. In these cells $D/L^2$ is only 0.8 to 1.3 spacings, so the condition $D/L^2\gg\Delta$ is not strictly met, and the comparison tests the law at the edge of its range. A power-law fit to the means gives $L^{-2.12}$ for the curvature and $L^{0.88}$ for the ratio. The departure comes mostly from the 30 Å mean, which is 7% low. There the median is 0.0136 eV, and $\sqrt3\times0.0136=0.0236$ eV agrees with $\gamma$. From 18 to 30 Å the median falls from 0.0380 to 0.0136 eV, an exponent of $\ln(0.0380/0.0136)/\ln(30/18)=2.0$.

An independent value of $D$ follows from the decay $e^{-Dq^2t}$ of a density wave in an elongated cell, 54 Å long and 21 Å wide. Three snapshots, with the decay read between $t=3$ and $9\ \hbar$/eV, give $\hbar D=10.3$ eV Å$^2$, close to the 10.6 eV Å$^2$ of the 30 Å cell. Neither value is converged to the digits shown. The velocity value moves by about 0.3 eV Å$^2$ between sets of snapshots, and the density-wave value drifts from about 10.7 for $t=2$ to 6 down to about 9.2 for $t=9$ to 15. The 30 Å value is $D=1.6$ cm$^2$/s, with conductivity $2.1\times10^5$ S/m. This is roughly 4 to 20 times below the conductivity of common liquid metals such as Pb, Hg, Sn or Al, so the lengths found below belong to the model and not to a particular melt.

Summing squared velocity elements over all final states gives $\langle v_x^2\rangle$. With $D=\langle v_x^2\rangle\tau$ and $l=\sqrt{3\langle v_x^2\rangle}\,\tau$, the mean free path is 4.2 Å. The factor $e^{-L/2l}$ is then about 0.12 at 18 Å and 0.03 at 30 Å. These values are only a rough guide to how strongly disorder suppresses the twist dependence of the averaged lattice. The actual decay along an axis depends on the velocity in that direction and on the lifetime of a momentum state, which need not equal $\tau$. In this model it is stronger: at the band centre the coherent-potential approximation gives about 0.04 at 18 Å and 0.005 at 30 Å. Nor is the factor the coherent error itself.

### Why the parabola cannot be extrapolated

If each level of the 18 Å cell followed its parabola from $\theta=0$ to $\pi$, the mean displacement would be $\tfrac12\pi^2\times0.0648=0.320$ eV, or 7.6 spacings. Diagonalizing at both twists and comparing levels of equal rank gives 0.025 eV, or 0.6 spacing. Already with two levels the parabola gives way to a slower, linear rise. Among many levels, a moving level is also repelled by the next one it approaches. A large Thouless ratio therefore does not imply a large Gamma-point error.

## The error of Gamma-only sampling

Consider the thermal level count $N(\theta)=\sum_nf(E_n)$ for one spin at fixed chemical potential $\mu$, where $f$ is the Fermi function. Its error at Gamma is $\delta N=N(0)-\overline N$, the bar denoting the average over all three twist angles.

### Closed paths

Let $Z(t)=\sum_ne^{-iE_nt}$, and divide time into steps $\tau_0$. The levels concerned fill a band of width $W=2\pi/\tau_0$. After $k=t/\tau_0$ steps, $Z$ is a sum over closed paths. A path may start at any of its $k$ points with the same amplitude, so a class $p$ of cyclically shifted paths contributes $kA_pe^{i\mathbf w_p\cdot\boldsymbol\theta}$, where $\mathbf w_p$ counts windings round the cell.

Averaging over snapshots removes products of unrelated paths, whose phases are random. This is the leading approximation in $1/g$, for $t\ll2\pi/\Delta$. Each class survives with itself and with its time-reversed partner, which has opposite winding:

$$\langle Z_{\boldsymbol\theta}Z^*_{\boldsymbol\theta'}\rangle=\sum_pk^2|A_p|^2\left[e^{i\mathbf w_p\cdot(\boldsymbol\theta-\boldsymbol\theta')}+e^{i\mathbf w_p\cdot(\boldsymbol\theta+\boldsymbol\theta')}\right].$$

One factor $k$ counts the starting points, so $\sum_pk|A_p|^2$ is the classical return probability summed over all starts. Resolved by winding, diffusion gives

$$p_{\mathbf w}(t)=\left(\frac{L^2}{4\pi Dt}\right)^{3/2}e^{-w^2L^2/4Dt}.$$

The other factor is $k=Wt/2\pi$. Hence the correlation per unit bandwidth is $|t|K/2\pi$, where

$$K=\sum_{\mathbf w}p_{\mathbf w}\left[\cos\mathbf w\cdot(\boldsymbol\theta-\boldsymbol\theta')+\cos\mathbf w\cdot(\boldsymbol\theta+\boldsymbol\theta')\right].$$

### From paths to the thermal count

The level density is the Fourier transform of $Z$, so

$$N=\frac1{2\pi}\int dt\,Z(t)F(t),\qquad F(t)=\int dE\,f(E)e^{iEt}.$$

Integration by parts moves the derivative onto $f$. The transform of $-f'$ has magnitude $\pi Tt/\sinh(\pi Tt)$, hence $|F|=\pi T/\sinh(\pi T|t|)$. Statistics that do not vary along the band correlate only equal times, $\langle Z(t)Z^*(t')\rangle=2\pi\delta(t-t')\,|t|K/2\pi$. The covariance of the count is therefore

$$\frac1{4\pi^2}\int_{-\infty}^{\infty}dt\,|t|K|F|^2=\frac1{2\pi^2}\int_0^\infty dt\,tK|F|^2.$$

For $\delta N$, the Gamma–Gamma term has $K=2\sum_{\mathbf w}p_{\mathbf w}$. Averaging one or both twists leaves $2p_0$. The combination is $2\sum_{\mathbf w}p_{\mathbf w}-4p_0+2p_0$, and so

$$\mathrm{var}(\delta N)=\frac1{\pi^2}\int_0^\infty dt\,t\left[\frac{\pi T}{\sinh\pi Tt}\right]^2\sum_{\mathbf w\ne0}p_{\mathbf w}(t).$$

Electrons must diffuse round the cell, in a time of order $L^2/D$, before thermal smearing removes their phase, in a time of order $1/T$. The comparison is between $D/L^2$ and $T$; $\Delta$ does not enter.

### Two limits

For $\Delta\ll T\ll D/L^2$, times between $L^2/D$ and $1/T$ dominate. There $\sum_{\mathbf w\ne0}p_{\mathbf w}\simeq1$ and the thermal factor is $1/t^2$, giving $\mathrm{var}(\delta N)\simeq\pi^{-2}[\ln(D/L^2T)+1.2]$, where the constant comes from the two ends of this interval and is found numerically. The count error is of order one level and grows slowly, in keeping with the small level displacements found above.

For large $L$, the six shortest windings dominate and $1/\sinh^2(\pi Tt)\simeq4e^{-2\pi Tt}$. Using

$$\int_0^\infty dt\,t^{-1/2}e^{-at-b/t}=\sqrt{\pi/a}\;e^{-2\sqrt{ab}},\quad a=2\pi T,\quad b=L^2/4D,$$

one finds

$$\mathrm{var}(\delta N)\simeq\frac{24T^2}{\sqrt{2T}}\left(\frac{L^2}{4\pi D}\right)^{3/2}e^{-L/L_T},\qquad L_T=\sqrt{\frac{D}{2\pi T}}.$$

The rms error falls as $e^{-L/2L_T}$, apart from a power of $L$. At $T=D/L^2$ this exponential is $e^{-\sqrt{2\pi}/2}=0.29$, so mere equality of the two energies is not enough.

At fixed electron number, $\mu$ must move to restore the count. With $1/\Delta$ levels per energy, $\delta\mu=-\Delta\,\delta N$. Both spins shift alike, so spin adds no factor.

## When Gamma-only suffices

In 80 further snapshots of the 18 Å cell, the Gamma count was compared with the average over the eight twists $(\pm\pi/2,\pm\pi/2,\pm\pi/2)$. This grid does not remove all windings, so the prediction weights each $p_{\mathbf w}$ by $[1-\prod_i\cos(\pi w_i/2)]^2$. The rms errors, pooled over seven chemical potentials with the mean removed at each, are:

- $T=0.03$ eV: 0.365 levels, predicted 0.386.
- $T=0.06$ eV: 0.267 levels, predicted 0.290.

The measured values are 5% and 8% below the diffusive prediction. At 0.06 eV and the band centre, solving for the $\mu$ that restores the count gives an rms shift of 0.0119 eV, equal to $\Delta$ times the rms count error to this accuracy.

At $T=0.1$ eV (1160 K), with $D$ from the 30 Å cell, $L_T=4.1$ Å. Numerical integration of the variance gives the random part of the error against the full twist average, as rms values:

- 18 Å: 0.21 levels, 9.0 meV in $\mu$.
- 24 Å: 0.14 levels, 2.4 meV.
- 30 Å: 0.086 levels, 0.78 meV.
- 36 Å: 0.052 levels, 0.28 meV.

The large-cell formula can be followed by hand at 36 Å. Here $L^2/4\pi D=36^2/(4\pi\times10.56)=9.77$ eV$^{-1}$ and $L/L_T=8.78$, so

$$\mathrm{var}(\delta N)\simeq\frac{24\times0.01}{\sqrt{0.2}}\times9.77^{3/2}\times e^{-8.78}=0.0025,$$

an rms of 0.050 levels, near the integrated 0.052.

To keep the random part of the error in $\mu$ below 1 meV rms per snapshot, the diffusive formula asks for a side of about 29 Å. The coherent part, which was removed with the mean in the comparison above, comes on top. In cells of 18 to 30 Å it can be comparable with the random part, so it must be checked separately, by averaging the difference between Gamma and twisted results over snapshots. The side of 29 Å is an estimate, not a bound. Diffusion needs $2\pi T\tau\ll1$, while $\tau=l^2/3D$ makes this product about 0.34 at 0.1 eV. If velocity memory replaces $D$ by $D/(1+2\pi T\tau)$, the exponent $L/2L_T$ at 30 Å rises from 3.7 to 4.2. The prefactor of the rms error, proportional to $D^{-3/4}$, grows by a factor 1.25, so the large-cell formula gives an rms error about 30% smaller. That correction is a conjecture, though its sign agrees with the low measured values.

Gamma-only sampling of a liquid-metal snapshot thus suffices for the thermal count when three conditions hold: $L\gg l$, which suppresses the coherent error common to all snapshots; $L$ several times $2L_T$, which suppresses the random error; and a remaining error below the chosen tolerance. Averaging $M$ independent snapshots reduces the random part as $M^{-1/2}$ but leaves the coherent part. A liquid with weaker scattering has larger $l$ and $L_T$, so at the same temperature the first two conditions ask for a larger cell or explicit twist averaging. A tolerance on $\mu$ also depends on $\Delta$: a larger density of states can offset a larger $D$. Once $L$ is not well above $l$, or $2\pi T\tau$ approaches one, the diffusive formula no longer applies.

All numerical values are calculated from the stated model.
